\section*{The focusing energy of an atomic row with exponential repulsion}

\section{From a soft repulsion to a sphere}

\textbf{Q.} In a collision cascade, a recoil near the end of its range strikes the next atom of a close-packed row. I am told that the row can steer the motion onto its own axis. Every collision I can picture scatters. Why should a row do the opposite?

\textbf{A.} It depends on how large the atoms are compared with their spacing, and their size depends on energy. Take equal atoms of mass $m$ at rest on a straight line, a distance $D$ apart, with pair repulsion
\begin{equation}
V(r)=A\,e^{-r/a}.
\end{equation}
One atom leaves its site with speed $v$ and kinetic energy $E=mv^2/2$, at a small angle $\theta_0$ to the row. For now, collisions happen one at a time, $V(D)$ is neglected, and there are no atoms outside the row.

\textbf{Q.} An exponential has no edge. What is the size of such an atom?

\textbf{A.} Assign it the distance of closest approach in a head-on collision. The centre of mass moves at $v/2$ and carries $\tfrac12(2m)(v/2)^2=E/2$. The relative motion has reduced mass $m/2$ and carries the other half, $\tfrac12(m/2)v^2=E/2$. At closest approach the relative velocity is zero, so this second half has all become potential energy:
\begin{equation}
A\,e^{-R/a}=\frac E2
\quad\Longrightarrow\quad
R(E)=a\ln\frac{2A}{E}.
\label{eq:R}
\end{equation}
The factor 2 arises because the energy of the centre of mass cannot be used for compression. We now replace the collision by one between smooth hard spheres of diameter $R(E)$. Faster atoms are smaller spheres.

\section{One collision, then many}

\textbf{Q.} Then show me where the struck sphere goes.

\textbf{A.} Consider the triangle formed by the projectile's starting site, its centre at contact, and the struck atom's site. The side along the row is $D$, and the line of centres has length $R$. Let $\beta$ be the angle between the line of centres and the row. The interior angle at the contact point is $\pi-(\theta_0+\beta)$, so the sine rule gives
\begin{equation}
\sin(\theta_0+\beta)=\frac DR\sin\theta_0 .
\label{eq:sine}
\end{equation}
Smooth spheres push along the line of centres, so the struck atom leaves along it. If the projectile arrives above the row, it pushes its target downwards, and the new signed angle is $\theta_1=-\beta$. For small angles, $\theta_0+\beta=(D/R)\theta_0$, hence
\begin{equation}
\theta_1=-\left(\frac DR-1\right)\theta_0 .
\label{eq:lin}
\end{equation}

\textbf{Q.} The struck atom also has less energy, so the next sphere has a different diameter. May you iterate with a fixed $R$?

\textbf{A.} To first order in the angle, yes. Let $w$ be the projectile's velocity component along the line of centres, and $w_1,w_2$ the components of the two atoms afterwards. Momentum and energy conservation give $w=w_1+w_2$ and $w^2=w_1^2+w_2^2$. Squaring the first and subtracting the second gives $w_1w_2=0$. The target has been pushed, so $w_2\neq0$; therefore $w_1=0$ and $w_2=w$. Since $w=v\cos(\theta_0+\beta)$, the energy passed on is
\begin{equation}
E_1=E\cos^2(\theta_0+\beta)\simeq E\left[1-\left(\frac{D\theta_0}{R}\right)^2\right].
\end{equation}
The loss is of second order in $\theta_0$, so it does not alter the linear law (\ref{eq:lin}).

\textbf{Q.} So what decides between focusing and scattering?

\textbf{A.} The magnitude of the angle is multiplied by $q=D/R-1$ at each collision. The spheres must start out of contact, $R<D$, so $q>0$. By (\ref{eq:R}) this requires $E>2V(D)$. Angles shrink if $q<1$, that is, if $R>D/2$. Because $R$ falls as $E$ rises, this is an upper limit on the energy. At the limit,
\begin{equation}
a\ln\frac{2A}{E_f}=\frac D2
\;\Longrightarrow\;
\frac{2A}{E_f}=e^{D/(2a)}
\;\Longrightarrow\;
E_f=2A\,e^{-D/(2a)} .
\label{eq:Ef}
\end{equation}
In this hard-sphere model small angles shrink for $2V(D)<E<E_f$ and grow for $E>E_f$. A large sphere is struck close to its axis even when the projectile is somewhat misaligned. A small sphere turns the same misalignment into a large tilt of the line of centres.

\section{Numbers for a row}

\textbf{Q.} Give me a case with numbers.

\textbf{A.} Take $A=20$ keV, $a=0.02$ nm and $D=0.26$ nm. Then $D/(2a)=6.5$ and
\begin{equation}
E_f=2(20000\ \text{eV})(1.503\times10^{-3})=60.1\ \text{eV}=9.6\times10^{-18}\ \text{J}.
\end{equation}
Finding the diameter from integrated head-on trajectories, and the recoil angle from explicit sphere contact at $10^{-3}$ rad, gives the same limit to within 0.001 eV.

At 30 eV, $R=0.02\ln(40000/30)=0.144$ nm and $q=0.807$. At 120 eV, $R=0.116$ nm and $q=1.238$. Starting from $5^\circ$, with the full sine law and the diameter updated after each energy loss, the sphere model gives:
\begin{center}
\begin{tabular}{ccc}
Collisions & Start 30 eV & Start 120 eV\\
0 & $5.00^\circ$, 30.0 eV & $5.00^\circ$, 120.0 eV\\
1 & $-4.06^\circ$, 29.3 eV & $-6.25^\circ$, 115.4 eV\\
2 & $3.26^\circ$, 28.8 eV & $7.75^\circ$, 108.7 eV\\
3 & $-2.61^\circ$, 28.5 eV & $-9.51^\circ$, 99.1 eV\\
4 & $2.07^\circ$, 28.3 eV & $11.47^\circ$, 86.4 eV
\end{tabular}
\end{center}
In the focused sequence the energy loss per collision dies away with the square of the angle. In the other it grows over the four collisions shown. This does not go on indefinitely. Continued, the 120 eV sequence falls below $E_f$ at the sixth collision. Since $E_f$ is a small-angle limit, the angle grows once more, to about $16^\circ$ at 40 eV, and only then shrinks. From a much higher start, such as 400 eV, the projectile instead misses its target after three collisions.

\textbf{Q.} In the last column the first angle ratio is 1.25, not 1.238, and the last is 1.21. Which is wrong?

\textbf{A.} Neither. At fixed $R$, the sine law (\ref{eq:sine}) gives a slightly larger ratio than its linear form, because the arcsine rises faster than its argument and, for $D/R>1$, this outweighs the shortfall of $\sin\theta_0$ below $\theta_0$. Meanwhile the falling energy enlarges $R$ and lowers $q$. At 99.1 eV, $R=0.120$ nm and $q=1.17$; the finite angle raises the actual ratio to 1.21.

\section{How good is the sphere?}

\textbf{Q.} You dropped the potential energy at the start. The atoms already repel at distance $D$.

\textbf{A.} Restoring it for the colliding pair changes the energy balance to $E/2+V(D)=V(R)$. With $R=D/2$,
\begin{equation}
E=2A\left(e^{-D/(2a)}-e^{-D/a}\right).
\end{equation}
Here $V(D)=0.045$ eV, so the limit falls by 0.09 eV, or 0.15\% of $E_f$. The lower bound $2V(D)$ found earlier disappears: now $V(R)>V(D)$, and hence $R<D$, for any $E>0$.

\textbf{Q.} My larger worry is the sphere itself. Real repulsion acts before closest approach and after it. Does the right turning point guarantee the right deflection?

\textbf{A.} No, and this correction is large. Start with the head-on motion. Energy conservation for the relative coordinate gives
\begin{equation}
\dot r^2=v^2\left[1-e^{-(r-R)/a}\right].
\end{equation}
Put $s=e^{(r-R)/(2a)}$. Then $\dot s=s\dot r/(2a)=\pm(v/2a)\sqrt{s^2-1}$, whose solution with $s=1$ at $t=0$ is $s=\cosh(vt/2a)$. Therefore
\begin{equation}
r(t)=R+2a\ln\cosh\frac{vt}{2a}
\;\longrightarrow\; v|t|+L,\qquad L=R-2a\ln2,
\label{eq:L}
\end{equation}
because $\ln\cosh z\to|z|-\ln2$ for large $|z|$. Seen from far away, the atoms bounce like spheres of diameter $L$, not $R$. The difference is 0.028 nm, compared with $R=0.130$ nm at $E_f$.

The projectile also stops a distance $L$ before the target's site. With that site at the origin, the projectile approaches as $x=vt-L$, so the centre of mass is at $(vt-L)/2$. Afterwards the projectile is half the separation behind it, at $(vt-L)/2-(vt+L)/2=-L$.

\textbf{Q.} That is timing. Focusing concerns angles.

\textbf{A.} Let the incoming line pass the target's site at a small height $p$. Conservation of angular momentum makes the line joining the atoms turn at the rate $pv/r^2$. To first order in $p$, it turns between infinity and closest approach by $pI$, where
\begin{equation}
I=\int_R^\infty\frac{dr}{r^2\sqrt{1-e^{-(r-R)/a}}}.
\end{equation}
The motion is symmetric about closest approach, so the total impulse on the target lies along the line of centres at that moment. The target leaves at an angle $pI$ to the incoming direction, downwards for positive $p$:
\begin{equation}
\theta'=\theta-Ip .
\label{eq:map1}
\end{equation}
For a hard sphere of diameter $R$, $I=1/R$. With $p=D\theta$ this returns (\ref{eq:lin}).

\textbf{Q.} But a soft target moves while it is being pushed. Does its outgoing line still pass through its old site?

\textbf{A.} Not quite. Call the height of that line at the old site $b$, and take angular momentum about the site. Before the collision it is $-mvp$. Afterwards the target contributes $-mvb$. The projectile keeps the remaining transverse momentum, $mv\theta-mv\theta'=mvIp$, at $x=-L$, and contributes $-LmvIp$. Its axial momentum is of second order. Hence
\begin{equation}
-p=-b-LIp
\;\Longrightarrow\;
b=\varepsilon p,\qquad \varepsilon=1-LI .
\end{equation}
At the next site the height is
\begin{equation}
p'=\varepsilon p+D\theta'=D\theta+(\varepsilon-DI)p .
\label{eq:map2}
\end{equation}
The linear map (\ref{eq:map1}), (\ref{eq:map2}) for $(\theta,p)$ has trace $1+\varepsilon-DI$ and determinant $(\varepsilon-DI)+DI=\varepsilon$. Its eigenvalues $\lambda$ are the roots of
\begin{equation}
\chi(\lambda)=\lambda^2-(1+\varepsilon-DI)\lambda+\varepsilon .
\end{equation}

\textbf{Q.} Where does this map stop focusing?

\textbf{A.} We have $\chi(1)=DI>0$ and $\chi(-1)=2+2\varepsilon-DI$. The product of the roots is $\varepsilon$, which is small when $a\ll R$, as shown below. If $\chi(-1)>0$, complex roots have $|\lambda|^2=\varepsilon<1$. Real roots cannot both lie beyond $1$ or both below $-1$, since their product would exceed 1, so they lie between. If $\chi(-1)<0$, one root lies below $-1$ and the angle grows with alternating sign. The limit is therefore $DI=2+2\varepsilon=4-2LI$, or
\begin{equation}
I\,(D+2L)=4 .
\label{eq:soft}
\end{equation}
Hard spheres have $L=R=1/I$ and give $D=2R$ again.

\textbf{Q.} Does anything remain of your formula?

\textbf{A.} The exponent does. Write $r=R+ax$ and separate the hard-sphere part of $I$:
\begin{align}
I&=\frac1R+\int_0^\infty\frac{a\,g(x)\,dx}{(R+ax)^2},
\qquad g(x)=\frac1{\sqrt{1-e^{-x}}}-1,\\
&=\frac1R+\frac{2a\ln2}{R^2}+O\!\left(\frac{a^2}{R^3}\right).
\end{align}
The integral of $g$ is $2\ln2$: it is the extra distance, in units of $a$, that an atom at constant speed $v$ would cover in the time taken to separate, and (\ref{eq:L}) gives it. Thus $I=1/L$ to this order and $\varepsilon=O(a^2/R^2)$. Condition (\ref{eq:soft}) becomes $L=D/2$, or $R=D/2+2a\ln2$, and
\begin{equation}
E_{\text{soft}}\to2A\,e^{-D/(2a)}e^{-2\ln2}=\frac{E_f}4
\qquad(a/D\to0).
\end{equation}
The remaining error in $R$ is of order $a^2/D$, which changes the energy by a relative amount of order $a/D$. The approach to one quarter is slow: solving (\ref{eq:soft}) numerically gives $E_{\text{soft}}/E_f=0.251$ at $D/a=4000$, $0.329$ at $D/a=40$, and $0.480$ at our $D/a=13$.

\textbf{Q.} So the limit in your example is not 60 eV?

\textbf{A.} It is 60 eV for the matched spheres and 28.9 eV for soft binary collisions. As a separate test, the motion of a whole chain of 14 atoms was integrated, with fixed ends and linearised transverse motion. At $D/a=40$ it agrees with the soft map to within the 0.1\% tolerance of the root search. At $D/a=13$ it gives a limiting launch energy of 27.7 eV, about 4\% below the map. The chain lets one collision begin before the last has ended, which the map forbids; I take this overlap to be the cause, but I have not isolated it.

The 30 eV sequence in the table therefore focuses as a sequence of spheres, yet its starting energy lies slightly above the small-angle limit for the potential from which the spheres were made. Equation (\ref{eq:Ef}) gives the scale and the exponential dependence on $D/a$, not an accurate threshold.

\section{The row in a crystal}

\textbf{Q.} Is any of this close to a real metal?

\textbf{A.} The parameters are round values in the rough regime of a close-packed row in a face-centred cubic transition metal; they are not fitted to any element. The result is sensitive to them. With $A$ and $D$ fixed, a 10\% larger $a$ lowers the exponent from 6.5 to 5.91 and raises $E_f$ by a factor $e^{0.59}\simeq1.8$. A repulsion fitted at other separations can thus miss the limit badly. At fixed parameters, softness is the largest correction to the limit sized here: it roughly halves it.

\textbf{Q.} And the neighbouring rows? They squeeze the moving atom.

\textbf{A.} For a rigid face-centred cubic lattice with the same pair repulsion, the potential energy due to all atoms outside the row is 0.62 eV higher midway between two sites than at a site. That is 1.0\% of $E_f$, or about 2\% of the chain's limit. It measures a barrier, not the energy lost per collision, since some of it may be returned. The sideways forces from those rows are not included in this figure. They push the moving atom back towards the axis and matter more than the barrier: for rigid rows they raise the chain's limit by roughly 10 to 20\%, more for a tilt along $[001]$ than along $[1\bar10]$ when the row runs along $[110]$.

\textbf{Q.} Your row is also perfectly straight. At room temperature it is not.

\textbf{A.} That matters for how well the motion can be aligned. In the classical Debye model, equipartition gives $\langle u_x^2\rangle=(kT/m)\langle\omega^{-2}\rangle$ for one direction. A mode density proportional to $\omega^2$ up to $\omega_D=k\Theta/\hbar$ gives $\langle\omega^{-2}\rangle=3/\omega_D^2$, so
\begin{equation}
\langle u_x^2\rangle=\frac{3\hbar^2T}{mk\Theta^2}.
\end{equation}
For a rough mass of 60 u, a rough Debye temperature $\Theta=300$ K and $T=300$ K, the root-mean-square displacement is 0.0090 nm.

Now let the projectile start at height $u_0$ and its target sit at $u_1$. The height of the incoming line relative to the target is $p=u_0+D\theta_0-u_1$, and the hard-sphere rule $\theta_1=\theta_0-p/R$ becomes
\begin{equation}
\theta_1=-\left(\frac DR-1\right)\theta_0-\frac{u_0-u_1}{R}.
\end{equation}
If the two displacements are independent, their difference has root-mean-square value $\sqrt2\,(0.0090\ \text{nm})$. At $R=D/2=0.13$ nm this gives a random kick of $5.6^\circ$ (root mean square) per collision. Neighbours in a crystal move partly together, which makes the kick somewhat smaller.

\textbf{Q.} That is still comparable with the angle you started with!

\textbf{A.} Yes. In the cold row a factor $q<1$ draws the angle towards zero. In the warm row the same factor damps old errors while each collision adds a new one, so the angle keeps fluctuating. The old error $-q\theta_0$ and the new kick both carry $u_0$ with the same sign, so on average they do not cancel, and the root-mean-square angle is at least as large as one kick. The kicks leave $q$ itself unchanged in this linear model, but they add second-order energy losses that no longer die away. A long, well-aligned sequence therefore needs small displacements as well as an energy below the focusing limit. Cooling helps only in part. The classical formula holds for $T\gtrsim\Theta$, and at low temperature zero-point motion leaves $\langle u_x^2\rangle=3\hbar^2/(4mk\Theta)$. Here that is a root-mean-square displacement of 0.0045 nm, half the room-temperature value, and a kick of about $2.8^\circ$ for independent displacements. The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
Repulsion strength A = 20000 eV
Repulsion range a = 0.020 nm
Row spacing D = 0.260 nm
D/(2a) = 6.500
exp(-D/(2a)) = 1.50344e-03
Focusing limit E_f, formula = 60.138 eV
Focusing limit E_f, formula = 9.635e-18 J
Focusing limit, trajectories and spheres = 60.137 eV
Diameter at E_f = 0.1300 nm
E = 30 eV: diameter R = 0.1439 nm
E = 30 eV: R from trajectory = 0.1439 nm
E = 30 eV: angle factor D/R - 1 = 0.8067
E = 120 eV: diameter R = 0.1162 nm
E = 120 eV: R from trajectory = 0.1162 nm
E = 120 eV: angle factor D/R - 1 = 1.2379
Start 30 eV, after 0 collisions: angle = 5.000 deg, energy = 30.00 eV
Start 30 eV, after 1 collisions: angle = -4.060 deg, energy = 29.26 eV
Start 30 eV, after 2 collisions: angle = 3.263 deg, energy = 28.78 eV
Start 30 eV, after 3 collisions: angle = -2.606 deg, energy = 28.48 eV
Start 30 eV, after 4 collisions: angle = 2.072 deg, energy = 28.29 eV
Start 120 eV, after 0 collisions: angle = 5.000 deg, energy = 120.00 eV
Start 120 eV, after 1 collisions: angle = -6.247 deg, energy = 115.44 eV
Start 120 eV, after 2 collisions: angle = 7.752 deg, energy = 108.68 eV
Start 120 eV, after 3 collisions: angle = -9.513 deg, energy = 99.11 eV
Start 120 eV, after 4 collisions: angle = 11.468 deg, energy = 86.40 eV
V(D) = 0.0452 eV
Limit with V(D) kept = 60.047 eV
Head-on diameter shift 2a ln2 = 0.0277 nm
Soft binary map, limit/E_f = 0.480
Soft binary map, limit = 28.9 eV
Whole chain, limit/E_f = 0.460
Whole chain, limit = 27.7 eV
D/a = 40: soft map limit/E_f = 0.3287
D/a = 40: whole chain limit/E_f = 0.3287
D/a = 4000: soft map limit/E_f = 0.2508
Potential rise from surrounding fcc rows = 0.623 eV
That rise divided by E_f = 1.04 %
Rough mass = 60 u
Temperature = 300 K, rough Debye temperature = 300 K
Thermal rms displacement, one direction = 0.0090 nm
Thermal rms angle kick at R = D/2 = 5.60 deg
\end{verbatim}
